# Choosing the Time Step and Correlator Strength in Transcorrelated Projection

A transcorrelated calculation can use a permissible time step for its first energy estimate and an impermissible one as soon as that estimate is fed back as the energy shift. It can also start below the true ground energy, or show an error that rises before it falls. None of these proves that the projection has failed, but the first can make it fail. The cause is that the transformed Hamiltonian is not Hermitian: its eigenvalues control the late behaviour, while its non-orthogonal eigenvectors control the early behaviour.

Two settings are at issue, the imaginary-time step $\tau$ and the correlator strength $J$. The analysis below says what each one controls.

## What the projection converges to

Let $A$ be a real square matrix with real eigenvalues, whose lowest eigenvalue $E_0$ is algebraically simple. Its right and left ground vectors satisfy

$$A r=E_0r,\qquad l^{T}A=E_0l^{T}.$$

First, $l\cdot r\neq0$. The range of $A-E_0$ is the set of vectors orthogonal to $l$. If $l\cdot r$ vanished, some $u$ would satisfy $(A-E_0)u=r$. Then $(A-E_0)^2u=0$, so $E_0$ would have a Jordan block of size at least two, contrary to assumption. We may therefore define

$$P=\frac{r\,l^{T}}{l\cdot r},\qquad V=\{v:\ l\cdot v=0\}.$$

$P$ extracts the ground component, and $(1-P)x$ lies in $V$. The space $V$ is invariant, because $l\cdot(Av)=E_0\,l\cdot v=0$. With $K(s)=e^{-s(A-E_0)}$ and $K(s)r=r$,

$$K(s)x_0=\frac{l\cdot x_0}{l\cdot r}\,r+K(s)(1-P)x_0 .$$

On $V$ the eigenvalues are the excited ones. In a Jordan block of size $m$, write $A=E_i+N$ with $N^m=0$. Then

$$e^{-s(E_i-E_0+N)}=e^{-s(E_i-E_0)}\sum_{j=0}^{m-1}\frac{(-sN)^j}{j!}.$$

This is a polynomial times a decaying exponential, so the second term vanishes at long times. The direction tends to $r$ if and only if $l\cdot x_0\neq0$. If this overlap is zero, the vector stays in $V$, which does not contain $r$.

**Guidance on the start.** Judge a starting vector by its overlap with the left ground vector. A start orthogonal to $r$ can still converge to $r$; a start orthogonal to $l$ cannot, in exact arithmetic.

Simplicity of $E_0$ matters. For $A=\begin{pmatrix}0&-1\\0&0\end{pmatrix}$, whose ground eigenvalue is defective, $e^{-sA}(0,1)^T=(s,1)^T$. The angle to the eigenvector $(1,0)^T$ falls only as $1/s$.

## The time step and the shift

The power step is $T=1-\tau(A-E_0)$. It leaves $r$ unchanged and multiplies an excited eigenvector by $q_i=1-\tau(E_i-E_0)$. Jordan blocks add polynomials in the step number $k$ to $q_i^k$. Every excited part decays if $|q_i|<1$, and the highest eigenvalue sets the strictest condition:

$$0<\tau<\frac{2}{W},\qquad W=E_{\max}-E_0 .$$

In practice $E_0$ is unknown and a shift $S$ takes its place. Adding and subtracting $\tau E_0$ gives

$$1-\tau(A-S)=a-\tau(A-E_0)=a\left[1-\frac{\tau}{a}(A-E_0)\right],\qquad a=1+\tau(S-E_0).$$

For $a\le0$ the factor $a-\tau(E_i-E_0)$ has modulus $|a|+\tau(E_i-E_0)$, which is smallest for the ground state and largest for the highest state, so the iteration cannot reach $r$ from a start with any excited part. For $a>0$ the prefactor changes only the length. The effective step is $\tau/a$, and this is what must stay below $2/W$. A shift below $E_0$ makes $a<1$ and lengthens the effective step. This matters here because transcorrelated energy estimates can lie far below $E_0$.

If approximations make some eigenvalues complex, put $z=E_i-E_0$ with $E_0$ still real. Since $|1-\tau z|^2=1-2\tau\,\mathrm{Re}\,z+\tau^2|z|^2$, decay requires $\mathrm{Re}\,z>0$ and $\tau<2\,\mathrm{Re}\,z/|z|^2$. The simple limit above is then no longer a guarantee: it fails when some $z$ has a large imaginary part relative to its real part.

## The transformed Hubbard chain

Take an open Hubbard chain at half filling with equal numbers of up and down electrons. Energies are in units of the hopping $t$, and $s$ and $\tau$ are in $1/t$. With $D$ the number of doubly occupied sites,

$$H=H_0+UD,\qquad \bar H=e^{-JD}He^{JD},\qquad J<0 .$$

Here $H_0$ is the hopping part and $U>0$. Let an electron hop from site $j$ to site $i$, and let $n_i,n_j$ be the occupations of the opposite spin. The hop removes a double occupancy at $j$ if $n_j=1$ and creates one at $i$ if $n_i=1$. Thus $D$ changes by $n_i-n_j$, and the hop acquires the factor

$$e^{-J(n_i-n_j)}=1+(e^{-J}-1)n_i+(e^{J}-1)n_j-2(\cosh J-1)n_in_j .$$

The expansion uses $n^2=n$, and the last coefficient is $(e^{-J}-1)(e^J-1)=2-2\cosh J$. Multiplying a hop by one density gives a two-body term; multiplying it by two gives a three-body term. The three-body term, call it $H_3$, acts only on hops with $n_i=n_j=1$. These leave $D$ unchanged, so $H_3$ commutes with $e^{JD}$, and it is symmetric under reversal of the hop. Dropping it gives $\bar H-H_3=e^{-JD}(H-H_3)e^{JD}$. For this correlator the spectrum therefore stays real, but it is that of $H-H_3$, no longer that of $H$.

With all terms kept, $\bar H$ has the eigenvalues of $H$. If $\psi_0$ is the normalized ground vector of $H$, direct substitution gives

$$r=e^{-JD}\psi_0,\qquad l=e^{JD}\psi_0,\qquad l\cdot r=1 .$$

On an open chain, with each spin's electrons ordered by site, a neighbour hop passes no electron of the same spin. All off-diagonal elements are therefore non-positive, and hops connect all configurations. The Perron–Frobenius theorem, applied to a large constant minus $\bar H$, makes $E_0$ simple and lets $r$ and $l$ have positive entries. Any nonzero start with non-negative entries then has the required left overlap.

The limit $2/W$ and the late decay rate do not depend on $J$. What $J$ changes is the geometry of the eigenvectors.

## Norm growth that is not error growth

At long times $K(s)\to P$, whose norm is $\kappa_0=\|r\|\|l\|/|l\cdot r|$. Here

$$\kappa_0=\left[\langle e^{2JD}\rangle\langle e^{-2JD}\rangle\right]^{1/2},$$

with averages in $\psi_0$. To bound it, let $g=e^{2JD}$ lie between $m$ and $M$. Dividing $(g-m)(M-g)\ge0$ by $g$ and averaging gives

$$\langle g\rangle+mM\langle g^{-1}\rangle\le M+m .$$

The left side is at least $2\sqrt{mM\langle g\rangle\langle g^{-1}\rangle}=2\sqrt{mM}\,\kappa_0$. With $\Delta D=D_{\max}-D_{\min}$ we have $M/m=e^{2|J|\Delta D}$, hence

$$\kappa_0\le\frac{M+m}{2\sqrt{mM}}=\cosh(J\Delta D).$$

A propagator norm that rises to $\kappa_0$ does not itself signal a growing error. A unit start along $l$ has a ground component of length $\kappa_0$, partly cancelled at first by its excited component. When the latter decays, the longer ground component remains, and normalization removes its length.

The initial growth follows from $x(s)=K(s)x_0$:

$$\frac{d\|x\|^2}{ds}=-2x^T(\bar H-E_0)x=-2x^T(\bar H_{\rm sym}-E_0)x,\qquad \bar H_{\rm sym}=\frac{\bar H+\bar H^T}{2}.$$

The antisymmetric part cancels in the quadratic form. The largest initial growth rate of $\|x\|$ is therefore $\omega=E_0-\lambda_{\min}(\bar H_{\rm sym})$. It is non-negative, because the quadratic form in normalized $r$ equals $E_0$.

Transposition reverses a hop and changes the sign of $n_i-n_j$. The symmetric part thus has the hopping factor

$$\cosh[J(n_i-n_j)]=1+(\cosh J-1)(n_i-n_j)^2 .$$

It strengthens the hops that change $D$. This is why an expectation value of $\bar H$ can lie below $E_0$: its lower limit is $\lambda_{\min}(\bar H_{\rm sym})$, not $E_0$.

## True transient growth

Measure the relative error by $\epsilon=\|(1-P)x\|/\|Px\|$. Since $Px$ is constant under $K(s)$, the error grows only if the part in $V$ grows. Define

$$\mu=\min_{v\in V,\ \|v\|=1}v^T(\bar H_{\rm sym}-E_0)v .$$

If $\mu<0$, some error grows initially at the rate $|\mu|$. If $\mu\ge0$, no error grows at any time, because $v(s)$ stays in $V$ and the derivative of $\|v\|^2$ is never positive. The onset is at $\mu(J)=0$.

The growth is limited. For $v\in V$, the vector $e^{JD}v$ is orthogonal to $\psi_0$, because their product is $l\cdot v=0$. The Hermitian propagator therefore shrinks it at least as fast as the gap $\Delta=E_1-E_0$ requires. The two outer factors in $K=e^{-JD}e^{-s(H-E_0)}e^{JD}$ contribute at most $e^{|J|\Delta D}$, so

$$\|K(s)v\|\le e^{|J|\Delta D}e^{-s\Delta}\|v\| .$$

For power steps, $e^{-s\Delta}$ is replaced by $q^k$, with $q=\max_{i>0}|q_i|$. This is a bound, not an estimate of the actual growth, and it weakens exponentially as $\Delta D$ increases with chain length.

A finite step adds a separate effect:

$$\|Tv\|^2=\|v\|^2-2\tau v^T(\bar H_{\rm sym}-E_0)v+\tau^2\|(\bar H-E_0)v\|^2 .$$

The last term is non-negative, so a step can enlarge an error that continuous evolution would reduce. Satisfying $\tau<2/W$ guarantees eventual decay, not decay at each step.

## A value for the correlator strength

Let $\Phi$ be the normalized Fermi sea, with $H_0\Phi=E_F\Phi$ and $d=\langle D\rangle_\Phi$. One way to choose $J$ is to require

$$\langle\Phi|(D-d)\bar H|\Phi\rangle=0 .$$

This removes the part of $\bar H\Phi$ along $(D-d)\Phi$, the direction in which a small change of correlator moves $\Phi$. The repulsion contributes $U\langle(D-d)D\rangle=U\,\mathrm{Var}\,D$. The hopping contributes

$$F(J)=\langle\Phi|(D-d)e^{-JD}H_0e^{JD}|\Phi\rangle .$$

Exchange particles and holes for down spin, with a sign alternating from site to site. This leaves $H_0$ unchanged and sends $D$ to $N_\uparrow-D$. At half filling it maps the unique Fermi sea to itself up to a phase. Hence $d=N_\uparrow/2$, $D-d$ changes sign, and $F(J)=-F(-J)$.

One hop changes $D$ by $-1$, $0$ or $1$, so $F$ contains only $e^J$, a constant and $e^{-J}$. Being odd, it is $C\sinh J$. Its slope at zero is

$$C=\langle(D-d)(H_0D-DH_0)\rangle=\langle D(H_0-E_F)D\rangle .$$

The second form uses $H_0\Phi=E_F\Phi$ on both sides, which also removes the term in $d$. Solving $U\,\mathrm{Var}\,D+C\sinh J=0$ gives

$$J=-\operatorname{arsinh}\frac{U\,\mathrm{Var}\,D}{C}.$$

This closed form rests on this correlator and on the particle–hole map, which needs half filling, bipartite hopping and a unique Fermi sea. It does not hold in general away from half filling.

## Six sites at U = 4t

With three electrons of each spin there are 400 configurations, and $\Delta D=3$. The Fermi sea has $\mathrm{Var}\,D=0.5867$ and $C=2.7627\,t$, so

$$J=-\operatorname{arsinh}\frac{4\times0.5867}{2.7627}=-\operatorname{arsinh}(0.8495)=-0.771 .$$

The ground energy is $E_0=-3.0926\,t$ and $W=18.185\,t$. The step limit is $2/18.185=0.1100/t$; the runs use half of it, $\tau=0.0550/t$. At $J=-0.771$ the numerical check confirms convergence to the ground state at 0.98 times the limit and to the highest state at 1.02 times it, from a generic start.

Error growth sets in at $J_c=-0.439$, so the projection choice is already beyond the onset. In the table, "peak" is the largest error amplification found for $s\le4/t$, over all starting errors. "Steps" counts power steps from $\Phi$ to $\epsilon\le10^{-6}$.

| $J$ | $\kappa_0$ | Peak | Initial $\epsilon$ | Steps |
|---:|---:|---:|---:|---:|
| 0 | 1 | 1 | 0.827 | 196 |
| −0.771 | 1.61 | 1.19 | 0.363 | 191 |
| −1 | 2.22 | 1.49 | 0.308 | 189 |
| −2 | 18.9 | 7.20 | 0.905 | 184 |

The entries 1 for $J=0$ follow from Hermiticity. At $J=-2$ the worst error is largest at $s=0.59/t$; with power steps its largest amplification within 12 steps is 7.46. Yet the error from $\Phi$ never exceeds its initial value in any of the runs at nonzero $J$. Transient growth is a property of the matrix and the start together.

For this tight target the step counts hardly change, and the smallest occurs at $J=-2$, where the initial error is largest. The spread from $J=0$ to $J=-2$ is a nearly fixed dozen steps, so it weighs more at a loose target: for $\epsilon\le10^{-2}$ the counts are 37, 32, 31 and 25. Since $\epsilon$ is measured against the $J$-dependent $r$ and $l$, this is not a general ranking of speed. For the projected energy $\Phi^T\bar Hx/\Phi^Tx$ to reach $10^{-6}\,t$, the counts rise from 154 at $J=0$ to 168 at $J=-2$. The initial error is a poor predictor of the cost of tight convergence. Only its slowly decaying part survives to the end. The counts suggest that this part is smaller at $J=-2$, although the program does not resolve it separately.

The relevant gap also depends on the start. $D$ preserves total spin and reflection symmetry, so $\Phi$ reaches only states of its own symmetry. Its first visible gap is $1.024\,t$, compared with the full gap $0.401\,t$ that governs a generic start. At this $\tau$, the late error factors per step are

$$1-0.0550\times1.024=0.944,\qquad 1-0.0550\times0.401=0.978 .$$

At the projection value the Fermi-sea energy, $-2.71\,t$, lies above $E_0$, so using it as a shift is safe. It falls below $E_0$ for $J<-0.85$, and at half the step limit it becomes unsafe only for $J<-1.77$. The shift hazard is clear at $J=-2$. The Fermi-sea energy is $-16.25\,t$, about $13.16\,t$ below $E_0$. Using it as a fixed shift gives

$$a=1-0.0550\times13.16=0.276,\qquad \frac{\tau}{a}=\frac{0.0550}{0.276}\,\frac1t\approx\frac{0.199}{t}.$$

This exceeds the limit $0.110/t$, although the nominal step is only half of it. A start containing the highest state would then be drawn towards that state.

## Setting the two parameters

- **Time step:** estimate $W$ from the Hermitian $H$ when the full similarity transform is retained, and keep $a>0$ and $\tau/a$ below $2/W$ with some margin.
- **Shift:** do not feed back an early transcorrelated energy without checking $a$. If the estimate may be far too low, start from a higher shift or reduce $\tau$.
- **Correlator:** use the projection value as a starting point, not as an optimum for speed. In this example $J=-1$ gives a smaller initial error, and the step counts to $\epsilon\le10^{-6}$ differ by only a few per cent.
- **Convergence:** an energy below $E_0$ or an early rise of the error is not evidence of divergence. Judge the decay after the transient. Perturbations introduced during the run are propagated by the same $T$, so they can be amplified even when the error from the chosen start is not.

These numbers describe one finite chain and an on-site correlator. They do not determine how the actual amplification grows with chain length.

## Values computed for the example and the checks

```
sites 6, electrons per spin 3, U = 4.0 t, configurations 400
ground energy E0 = -3.092565 t, top energy = 15.092565 t
full gap = 0.401069 t, spectral spread = 18.185131 t
step limit 2/spread = 0.109980 1/t, step used = 0.054990 1/t
Fermi sea: <D> = 1.500000, Var D = 0.586735, E_F = -6.987918 t
<D(H0-E_F)D> = 2.762741 t, projection J = -0.770854
onset of error growth J_c = -0.439277
J = 0: Fermi-sea energy -0.987918 t, start error 0.8267, steps to 1e-6: 196
--- J = -0.770854
condition number kappa0 = 1.611532, cosh bound = 5.0996
lowest value of symmetric part = -4.630168 t, omega = 1.537602 t
largest norm K for s<=4: 1.6115 at s = 4.000 1/t, hard bound 10.1003
error edge mu = -0.908254 t
largest error amplification = 1.1880 at s = 0.3570 1/t
power step: worst amplification in 12 steps = 1.2184 at step 6
generic start: late gap from iteration = 0.401072 t
Fermi sea: energy -2.712501 t, start error 0.3630
Fermi sea: max error/start error = 1.0000, steps to 1e-6: 191
first gap visible from Fermi sea = 1.024012 t, from iteration = 1.024012 t
--- J = -1.000000
condition number kappa0 = 2.217652, cosh bound = 10.0677
lowest value of symmetric part = -5.838213 t, omega = 2.745648 t
largest norm K for s<=4: 2.2176 at s = 4.000 1/t, hard bound 20.0855
error edge mu = -1.926019 t
largest error amplification = 1.4920 at s = 0.4470 1/t
power step: worst amplification in 12 steps = 1.5368 at step 7
generic start: late gap from iteration = 0.401069 t
Fermi sea: energy -3.988701 t, start error 0.3076
Fermi sea: max error/start error = 1.0000, steps to 1e-6: 189
--- J = -2.000000
condition number kappa0 = 18.920274, cosh bound = 201.7156
lowest value of symmetric part = -18.732378 t, omega = 15.639813 t
largest norm K for s<=4: 18.9233 at s = 2.263 1/t, hard bound 403.4288
error edge mu = -12.494952 t
largest error amplification = 7.2042 at s = 0.5906 1/t
power step: worst amplification in 12 steps = 7.4609 at step 9
generic start: late gap from iteration = 0.401069 t
Fermi sea: energy -16.250383 t, start error 0.9046
Fermi sea: max error/start error = 1.0000, steps to 1e-6: 184
```
